\section*{Angular anisotropy of the screened interaction in an anisotropically polarizable sheet}

\section{What scaling and symmetry fix}

Two unit charges lie in a thin sheet at a separation with polar coordinates $(r,\varphi)$. The sheet has in-plane polarizabilities $\alpha_x>\alpha_y$ along its principal axes, and $\varphi$ is measured from $x$. In atomic units a sheet polarizability is a length, and we write $a_i=2\pi\alpha_i$. Let the surroundings have permittivity $\kappa$ on both sides; Section 2 treats unequal sides.

Let $W(r;a,\kappa)$ be the interaction energy of like charges. Stretching every length by $s$ divides a Coulomb energy by $s$, so $W(sr;sa,\kappa)=W(r;a,\kappa)/s$. If the permittivities and the sheet polarizabilities are all multiplied by $c$, a potential $c$ times smaller satisfies Gauss's law for the same charges, so $W(r;ca,c\kappa)=W(r;a,\kappa)/c$. Taking $c=1/\kappa$ and then $s=\kappa$ gives
\begin{equation}
W(r;a,\kappa)=\frac1\kappa W\!\left(r;\frac a\kappa,1\right)=W(\kappa r;a,1).
\label{scale}
\end{equation}
The surroundings therefore rescale the distance and do nothing else. We write $R=\kappa r$. Reflection in either axis leaves the system unchanged, so the angular dependence contains only the harmonics $\cos2m\varphi$.

The quantity of interest is the difference between the axes,
\begin{equation}
D(r)=W(r,0)-W(r,\pi/2).
\end{equation}
By (\ref{scale}), a finite limit of $D$ at $r\to0$ cannot depend on $\kappa$. At large $R$ the term linear in the polarizabilities must be a number times $(a_x-a_y)/R^2$, because it vanishes for equal axes and has the dimension of inverse length. The limit, the number and the sign between the two ends need a calculation. The results are
\begin{equation}
D\to\frac{\ln(a_x/a_y)}{2\sqrt{a_xa_y}}\ (r\to0),\qquad
D\to\frac{2(a_x-a_y)}{(\kappa r)^2}\ (r\to\infty),
\label{result}
\end{equation}
with $D$ positive and decreasing at every distance between. Two derivations follow.

\section{First derivation: Gauss's law and angular harmonics}

\subsection{The screened interaction}

Assume a sheet of zero thickness with a linear, static and local response, $\mathbf P=-\alpha\nabla W$. It separates half-spaces of permittivity $\varepsilon_t$ and $\varepsilon_b$. For in-plane wavevector $\mathbf q$ at angle $\theta$ to $x$, the potential of a unit charge decays as $e^{-q|z|}$ on both sides. The induced charge is $-\nabla\cdot\mathbf P$, which transforms to $-(\mathbf q\cdot\alpha\cdot\mathbf q)W$. The jump of the normal displacement is $4\pi$ times the sheet charge:
\begin{equation}
(\varepsilon_t+\varepsilon_b)qW=4\pi\left[1-(\mathbf q\cdot\alpha\cdot\mathbf q)W\right].
\end{equation}
With $\kappa=(\varepsilon_t+\varepsilon_b)/2$ and $L(\theta)=a_x\cos^2\theta+a_y\sin^2\theta$, so that $2\pi\,\mathbf q\cdot\alpha\cdot\mathbf q=q^2L$, this gives
\begin{equation}
W(\mathbf q)=\frac{2\pi}{q\,[\kappa+qL(\theta)]}.
\label{kernel}
\end{equation}
Unequal half-spaces thus enter through their average, and (\ref{scale}) holds with that $\kappa$.

\subsection{Harmonics in real space}

Let $u=\sqrt{\kappa+a_xq}$, $v=\sqrt{\kappa+a_yq}$ and $t=(u-v)/(u+v)$, so $0\le t<1$. Summing two geometric series gives
\begin{equation}
1+2\sum_{m\ge1}(-t)^m\cos2m\theta=\frac{1-t^2}{1+t^2+2t\cos2\theta}.
\end{equation}
Since $1-t^2=4uv/(u+v)^2$, $1+t^2=2(u^2+v^2)/(u+v)^2$ and $2t=2(u^2-v^2)/(u+v)^2$, the right side equals $uv/(\kappa+qL)$. The angular average of $e^{iqr\cos(\theta-\varphi)}\cos2m\theta$ is $(-1)^mJ_{2m}(qr)\cos2m\varphi$, whose sign cancels that of $(-t)^m$. Hence
\begin{equation}
W=W_0+\sum_{m\ge1}W_{2m}\cos2m\varphi,\qquad
W_{2m}=2\int_0^\infty\!dq\,\frac{t^m}{uv}J_{2m}(qr).
\label{harm}
\end{equation}

\subsection{The sign cannot change}

The Bessel function oscillates, so $W_{2m}>0$ needs proof. From $u^2-v^2=(a_x-a_y)q$ we have
\begin{equation}
\frac{t^m}{uv}=\frac{(a_x-a_y)^mq^m}{(u+v)^{2m}uv}.
\end{equation}
Every factor other than $q^m$ is a positive mixture of exponentials $e^{-pq}$. For inverse square roots,
\begin{equation}
\frac1{\sqrt{\kappa+bq}}=\frac1{\sqrt\pi}\int_0^\infty\frac{ds}{\sqrt s}\,e^{-s(\kappa+bq)} .
\end{equation}
For the remaining factor, write $u-v$ as the integral over $b$ of $\partial_b\sqrt{\kappa+bq}$ and divide by $(a_x-a_y)q$:
\begin{equation}
\frac1{u+v}=\frac1{2(a_x-a_y)}\int_{a_y}^{a_x}\frac{db}{\sqrt{\kappa+bq}}.
\end{equation}
Products of such mixtures are again such mixtures. It remains to show that
\begin{equation}
I(\mu,\nu)=\int_0^\infty q^\mu J_\nu(qr)e^{-pq}dq>0\qquad(\nu\ge\mu,\ p>0)
\end{equation}
for integers. Start with $\mu=0$. Let $S=\sqrt{p^2+r^2}$ and $w=(S-p)/r<1$. Inserting $J_\nu(x)=\frac1{2\pi}\int_0^{2\pi} e^{i(x\sin\tau-\nu\tau)}d\tau$ makes $I(0,\nu)$ the coefficient of $e^{i\nu\tau}$ in
\begin{equation}
\frac1{p-ir\sin\tau}=\frac1S\left[\sum_{n\ge0}w^ne^{in\tau}+\sum_{n\ge1}(-w)^ne^{-in\tau}\right].
\end{equation}
The bracket sums to $(1+w^2)/(1-w^2-2iw\sin\tau)$, and $1-w^2=2pw/r$, $1+w^2=2Sw/r$ confirm the identity. So $I(0,\nu)=w^\nu/S>0$.

For $\mu\ge1$ use $rq^{\nu+1}J_\nu(qr)=\frac{d}{dq}[q^{\nu+1}J_{\nu+1}(qr)]$ and integrate by parts; the boundary terms vanish:
\begin{equation}
rI(\mu,\nu)=(\nu+1-\mu)I(\mu-1,\nu+1)+pI(\mu,\nu+1).
\end{equation}
Repeat this on the last term $N$ times. The remainder is $(p/r)^NI(\mu,\nu+N)$. Because $|J_n(x)|\le(x/2)^n/n!$, it is at most $2^{-N}$ times a power of $N$ and tends to zero. What is left is a series of $I(\mu-1,\nu+n+1)$ with positive coefficients. Induction on $\mu$ completes the proof, and $\mu=m$, $\nu=2m$ meets the condition.

All $W_{2m}$ are therefore positive, which gives $W(r,\varphi)\le W(r,0)$ and
\begin{equation}
D=2\sum_{m\ \mathrm{odd}}W_{2m}>0 .
\end{equation}
Repulsion of like charges, and attraction of opposite ones, is strongest along the more polarizable axis at every distance.

\subsection{The difference falls steadily}

Set $G=q\,t^m/(uv)$. With $x=qr$, $W_{2m}=2\int G(x/r)J_{2m}(x)\,dx/x$, so
\begin{equation}
-r\frac{dW_{2m}}{dr}=2\int_0^\infty G'(q)J_{2m}(qr)\,dq.
\end{equation}
Differentiating the definitions gives
\begin{align}
\frac{t'}t&=\frac{2(u'v-v'u)}{u^2-v^2}
=\frac{a_xv^2-a_yu^2}{uv(a_x-a_y)q}=\frac{\kappa}{quv},\\
\frac{d}{dq}\ln\frac q{uv}&=\frac1q-\frac{a_x}{2u^2}-\frac{a_y}{2v^2}
=\frac\kappa{2q}\left(\frac1{u^2}+\frac1{v^2}\right),
\end{align}
where the last step used $a_xq=u^2-\kappa$ and $a_yq=v^2-\kappa$. Therefore
\begin{equation}
G'=\kappa\frac{t^m}{uv}\left[\frac m{uv}+\frac1{2u^2}+\frac1{2v^2}\right].
\end{equation}
This is again $q^m$ times a positive mixture of exponentials, so every $W_{2m}$, and with it $D$, decreases with $r$.

\subsection{The two ends}

As $r\to0$, $G(x/r)$ tends to $t_\infty^m/\sqrt{a_xa_y}$ with $t_\infty=(\sqrt{a_x}-\sqrt{a_y})/(\sqrt{a_x}+\sqrt{a_y})$. Since $\int_0^\infty J_{2m}(x)dx/x=1/(2m)$,
\begin{equation}
D\to\frac2{\sqrt{a_xa_y}}\sum_{m\ \mathrm{odd}}\frac{t_\infty^m}m
=\frac1{\sqrt{a_xa_y}}\ln\frac{1+t_\infty}{1-t_\infty}
=\frac{\ln(a_x/a_y)}{2\sqrt{a_xa_y}} .
\end{equation}

For large $r$ expand the kernel in $q$:
\begin{equation}
\frac1{\kappa+qL}=\frac1\kappa-\frac{qL}{\kappa^2}+\frac{q^2L^2}{\kappa^3}-\dots
\end{equation}
With $\bar a=(a_x+a_y)/2$ and $\delta=(a_x-a_y)/2$ we have $L=\bar a+\delta\cos2\theta$, and the $\cos2\theta$ part of $L^2$ is $2\bar a\delta$. The integrals are taken with a factor $e^{-pq}$, $p\to0$. Differentiating $w^\nu/S$, with $dw/dp=-w/S$, gives $I(1,\nu)\to\nu/r^2$ and $I(2,\nu)\to(\nu^2-1)/r^3$, that is, $2/r^2$ and $3/r^3$ for $\nu=2$. The second harmonic carries a factor $-1$ from the angular average, so
\begin{equation}
W_2=\frac{2\delta}{R^2}-\frac{6\bar a\delta}{R^3}+\dots,\qquad
D=\frac{4\delta}{R^2}\left(1-\frac{3\bar a}R+\dots\right).
\label{tail}
\end{equation}
The fourth harmonic cancels in $D$. The leading tail requires $R\gg3\bar a$.

The sign of the tail can be read from the bound charge. To first order it is $(a_x\partial_x^2+a_y\partial_y^2)(1/r)/(2\pi\kappa)$, proportional to $2a_x-a_y$ on the $x$ axis and to $2a_y-a_x$ on the $y$ axis. Away from the source this is $(\bar a+3\delta\cos2\varphi)/(2\pi\kappa r^3)$. The isotropic part has the source's own sign and is not integrable at the source; taken together with the opposite bound charge concentrated there, which makes its total zero, it adds nothing to $W$ at order $1/R^2$. The $\cos2\varphi$ part puts an excess of that sign along $x$, and its potential is the term $2\delta\cos2\varphi/R^2$.

\section{Second derivation: minimum energy and rays}

\subsection{The interaction from a minimum principle}

The second route starts from the energy of the polarized sheet. Charges in the interface plane interact through $V=2\pi/(\kappa q)$. For an external charge density $n$, each wavevector contributes
\begin{equation}
E=\tfrac12V|n-\lambda|^2+\tfrac12\mathbf P^*\!\cdot\alpha^{-1}\!\cdot\mathbf P,\qquad \lambda=i\mathbf q\cdot\mathbf P .
\end{equation}
At fixed $\lambda$ the Cauchy--Schwarz inequality gives $\mathbf P^*\cdot\alpha^{-1}\cdot\mathbf P\ge|\lambda|^2/\chi$ with $\chi=\mathbf q\cdot\alpha\cdot\mathbf q$, with equality for $\mathbf P\propto\alpha\cdot\mathbf q$. Minimizing over $\lambda$ then gives
\begin{equation}
\lambda=\frac{V\chi}{1+V\chi}\,n,\qquad E_{\min}=\frac12\,\frac V{1+V\chi}\,|n|^2 .
\end{equation}
The effective interaction $V/(1+V\chi)=2\pi/(\kappa q+2\pi\chi)$ is (\ref{kernel}).

\subsection{One integral over directions}

Perform the radial integral first, at fixed direction $\theta$:
\begin{equation}
W=\int_0^{2\pi}\frac{d\theta}{2\pi}\,\frac1L\,g\!\left(\frac{R|\cos(\theta-\varphi)|}L\right),\qquad
g(z)=\int_0^\infty\frac{\cos\tau}{\tau+z}\,d\tau .
\label{ray}
\end{equation}
Writing $1/(\tau+z)=\int_0^\infty e^{-(\tau+z)s}ds$ and integrating over $\tau$ gives $g(z)=\int_0^\infty s\,e^{-zs}ds/(1+s^2)$. From this follow $g\to1/z^2$ at large $z$ and $\int_0^\infty g\,dz=\pi/2$. Integrating by parts and setting $x=zs$,
\begin{equation}
g(z)=\frac12\int_0^\infty e^{-x}\ln\!\left(1+\frac{x^2}{z^2}\right)dx\to-\ln z-\gamma\qquad(z\to0),
\end{equation}
where $\gamma$ is Euler's constant.

\subsection{Short distance}

We need the angular average of $[\ln L-\ln R-\gamma-\ln|\cos(\theta-\varphi)|]/L$. Let $C=(\sqrt{a_x}+\sqrt{a_y})^2/4$ and write $t$ for $t_\infty$. Then $L=C(1+t^2+2t\cos2\theta)$, $1-t^2=\sqrt{a_xa_y}/C$, and
\begin{align}
\frac1L&=\frac1{\sqrt{a_xa_y}}\Big[1+2\sum_{m\ge1}(-t)^m\cos2m\theta\Big],\\
\ln L&=\ln C-2\sum_{m\ge1}\frac{(-t)^m}m\cos2m\theta,\\
\ln|\cos\theta|&=-\ln2-\sum_{m\ge1}\frac{(-1)^m}m\cos2m\theta .
\end{align}
Averaging the products, in units of $1/\sqrt{a_xa_y}$, the $\ln L$ term gives $\ln C+2\ln(1-t^2)=\ln(a_xa_y/C)$. The $-\ln|\cos|$ term gives $\ln2+\sum t^m\cos2m\varphi/m=\ln2-\frac12\ln(1-2t\cos2\varphi+t^2)$. The last argument is $(a_x\sin^2\varphi+a_y\cos^2\varphi)/C$. Collecting terms,
\begin{equation}
W\to\frac1{\sqrt{a_xa_y}}\left[\ln\frac{4\sqrt{a_xa_y}}{\kappa(\sqrt{a_x}+\sqrt{a_y})\,s}-\gamma\right],\quad
s^2=\frac{x^2}{a_x}+\frac{y^2}{a_y}.
\label{log}
\end{equation}
On the axes $s=r/\sqrt{a_x}$ and $r/\sqrt{a_y}$, so the difference is the plateau in (\ref{result}). The radial force from (\ref{log}), $1/(r\sqrt{a_xa_y})$, is the same in every direction, although the energy is not.

The condition is $R\ll a_y$. As $a_y\to0$ the plateau grows, while the range in which it applies shrinks to nothing.

\subsection{Long distance}

Put $\theta=\varphi+\pi/2+\psi$ and $\Lambda(\psi)=\bar a-\delta\cos(2\varphi+2\psi)$. The two half-turns contribute equally:
\begin{equation}
W=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{d\psi}\Lambda\,g\!\left(\frac{R|\sin\psi|}\Lambda\right).
\end{equation}
Split at $|\psi|=\eta$ with $\bar a/R\ll\eta\ll1$. Inside, $\Lambda\simeq\Lambda_0=\bar a-\delta\cos2\varphi$, the linear correction being odd. Using $\int_Z^\infty g\,dz\simeq1/Z$, this part is
\begin{equation}
\frac2{\pi R}\left(\frac\pi2-\frac{\Lambda_0}{R\eta}\right)=\frac1R-\frac{2\Lambda_0}{\pi R^2\eta}.
\end{equation}
Outside, $g\simeq1/z^2$. The even part of $\Lambda$ is $\Lambda_0+2\delta\cos2\varphi\sin^2\psi$, and $\int d\psi/\sin^2\psi$ over both sides is $2\cot\eta\simeq2/\eta$, so this part is
\begin{equation}
\frac1{\pi R^2}\left(\frac{2\Lambda_0}\eta+2\pi\delta\cos2\varphi\right).
\end{equation}
The terms in $1/\eta$ cancel and
\begin{equation}
W\to\frac1{\kappa r}+\frac{(a_x-a_y)\cos2\varphi}{(\kappa r)^2},
\label{long}
\end{equation}
which gives the tail in (\ref{result}).

\section{Shape and relative size of the anisotropy}

Near the charge the equipotentials are ellipses of axis ratio $\sqrt{a_x/a_y}$, by (\ref{log}). Far away, put semi-axes $r_0\pm\epsilon$ into (\ref{long}): equality of the two energies requires $\epsilon/(\kappa r_0^2)=2\delta/(\kappa r_0)^2$. The semi-axes then differ by $2\epsilon=2(a_x-a_y)/\kappa$. The curves become relatively rounder while keeping a fixed excess length along $x$.

Divide $D$ by the mean of the two axial energies. At short distance a constant is divided by a growing logarithm; at long distance $1/r^2$ is divided by $1/r$. The ratio vanishes at both ends and is positive between, so it has a maximum at intermediate distance, whereas $D$ itself has none.

For weak anisotropy, $\delta\ll\bar a$, the plateau becomes $\delta/\bar a^2$. It meets the leading tail $4\delta/R^2$ at $R=2\bar a$, where the full $D$ is already down to about a quarter of the plateau: the crossover distance is set by the average polarizability and $\kappa$, not by the anisotropy.

\section{A sheet like single-layer black phosphorus}

Take $a_x=3.0$ nm along the armchair direction, $a_y=2.4$ nm, $\varepsilon_t=1$ and $\varepsilon_b=4$, so $\kappa=2.5$. These are round values in the rough regime of a single layer of black phosphorus on silicon oxide under air. For a layer $0.53$ nm thick, $1+2a_i/d$ gives in-plane permittivities near 12 and 10. The difference $a_x-a_y$ is assumed, not determined for the material, and $D$ follows it almost linearly: at 1 nm $D$ falls from $0.027$ to $0.0125$ eV if $a_y=2.7$ nm and rises to $0.047$ eV if $a_x=3.6$ nm, while the mean energy moves by only about $0.01$ eV. A closer pair, $2.64$ and $2.49$ nm, gives $0.007$ eV at 1 nm and a plateau of $0.016$ eV, below the thermal energy at 300 K at every distance. The values of $D$ below belong to the assumed pair.

With $\sqrt{a_xa_y}=2.683$ nm and $e^2/4\pi\epsilon_0=1.440$ eV\,nm, the plateau is $1.440\times\ln1.25/(2\times2.683)=0.060$ eV. The difference halves at $0.84$ nm (8.4 \AA) and equals the thermal energy at 300 K, $0.026$ eV, at $1.07$ nm. At 1 nm the energies along $x$ and $y$ are $0.439$ and $0.412$ eV. The plateau belongs to distances below the layer thickness, where a sheet model has no claim on a real layer; for this material it bounds $D$ only within the sheet model and sets no limit for the real layer.

At 10 nm the leading tail gives $0.0028$ eV against the model's full value $0.0020$ eV. Here $3\bar a/\kappa=3.2$ nm, and the second term of (\ref{tail}) brings the estimate to $0.0019$ eV. The relative difference is $3.9\%$ at $0.1$ nm, peaks at $6.5\%$ near $1.5$ nm (15 \AA) and is $1.4\%$ at 30 nm. On 70 distances between $10^{-4}$ and $10^3$ nm it turned once. The far equipotentials have a semi-axis excess of $0.48$ nm (4.8 \AA).

Four neglected effects, each added alone with the other settings fixed, change the axial mean $\overline W$ and $D$ (in eV) as follows.
\begin{center}
\begin{tabular}{lcccc}
 & $\overline W$, 1 nm & $D$, 1 nm & $\overline W$, 5 nm & $D$, 5 nm\\
sheet & 0.426 & 0.0270 & 0.111 & 0.0056\\
finite thickness & 0.424 & 0.0264 & 0.111 & 0.0055\\
nonlocal response & 0.420 & 0.0284 & 0.111 & 0.0056\\
gate at 10 nm & 0.393 & 0.0270 & 0.079 & 0.0056\\
fast oxide & 0.594 & 0.0352 & 0.177 & 0.0105
\end{tabular}
\end{center}
The finite-thickness row puts both charges at the mid-plane of a $0.53$ nm slab with normal permittivity 8. With normal permittivity 4, $\overline W$ and $D$ at 1 nm become $0.436$ and $0.0291$; with both charges $0.105$ nm above the mid-plane, $0.431$ and $0.0282$. The sign of this correction to $D$ is therefore not fixed. The nonlocal row assumes $L\to L/(1+q^2\ell^2)$ with the same $\ell=0.2$ nm along both axes. With $\ell^2=\ell_x^2\cos^2\theta+\ell_y^2\sin^2\theta$, $D$ at 1 nm drops to $0.006$ for $(\ell_x,\ell_y)=(0.3,0.2)$ nm and turns negative, $-0.010$, for $(0.3,0.1)$ nm, while at 5 nm it stays between $0.0053$ and $0.0055$. A longer length along $x$ is the expected case for black phosphorus, whose armchair mass is the lighter one: the gapped two-band estimate $\ell_i^2=\hbar^2/(5m_iE_g)$, with masses $0.15$ and $1.2\,m_e$ and a 2 eV gap, gives $(0.23,0.08)$ nm. Applied to the whole polarizability, it lowers $D$ at 1 nm to $0.006$ and makes it negative at $0.5$ nm, so the value of $D$ near 1 nm is not established for the real layer. The fast-oxide row uses $\varepsilon_b=2$, for charges that move too quickly for the oxide lattice to follow. It follows the scaling law: 5 nm at $\kappa=1.5$ is equivalent to 3 nm at $\kappa=2.5$.

Free carriers are left out of the table. At $10^{12}$ cm$^{-2}$ they lie about 10 nm apart, so on average fewer than one is found within 5 nm of a charge, and the unscreened energy at that distance, $0.111$ eV, is more than four times the thermal energy at 300 K. Linear screening, which needs many carriers and a weak potential, does not apply. Carriers with unequal masses along the two axes also bring an anisotropy of their own. The carrier rows in the numerical output use a constant screening wavevector, which leaves out both points, and are not estimates for a real channel. The sheet results thus describe a depleted channel. At half the gate distance, a single gate under the oxide lowers $D$ by $0.4$ to $0.5\%$ if it is 10 nm away or farther, and by $0.5$ to $0.7\%$ if it is between 5 and 1 nm away, but it lowers $\overline W$ by a nearly constant amount, $0.033$ eV for a gate at 10 nm, which is $8\%$ at 1 nm.

The linear response of the sheet itself is less of a concern at 1 nm: the field along $x$ is $3.1$ MV/cm. Its energy drop is about $3\%$ of an assumed 2 eV gap over a bond of $0.22$ nm, and about $11\%$ over the interband length $\hbar/\sqrt{mE_g/2}\approx0.7$ nm for an armchair mass of $0.15\,m_e$. Closer to the charge the field grows, to $7.8$ MV/cm at $0.5$ nm, where the second ratio is $28\%$.

\section{What each derivation assumes}

Both derivations take a linear, local sheet of zero thickness. The first needs Gauss's law and a constitutive relation. Its kernel therefore also holds for a complex polarizability at finite frequency, if retardation is negligible, but its sign proof needs real $a_x>a_y>0$. The second needs a stored energy with a minimum, hence a symmetric, positive $\alpha$ and static equilibrium.

The real-space steps also differ in reach. The harmonics prove the sign and the steady fall, and they rely on the two-axis form of $L$. The ray integral (\ref{ray}) holds for any positive $L(\theta)$ with $L(\theta+\pi)=L(\theta)$ and gives the full logarithmic law, but it hides the sign: at fixed $R|\cos(\theta-\varphi)|>0$ its integrand vanishes both for $L\to0$ and for $L\to\infty$, so a larger polarizability in one direction may raise or lower that direction's contribution. With carriers, a gate or a nonlocal response the kernel changes and the sign proof does not apply as it stands; in the cases tabulated, $D$ stays positive, but a nonlocal length that is longer along $x$ than along $y$ can reverse its sign near 1 nm. The numerical output lists the remaining values.

\section*{Table of computed values}
\begin{verbatim}
a_x, a_y = 3.00, 2.40 nm
alpha_x, alpha_y = 0.4775, 0.3820 nm
eps_top, eps_bottom, kappa = 1.0, 4.0, 2.50
e^2/(4 pi eps0) = 1.43996 eV nm
sqrt(a_x a_y) = 2.6833 nm
tail needs r well above 3 abar/kappa = 3.24 nm
r (nm): W_x, W_y, difference (eV), relative difference (%)
    0.1: 1.40789, 1.35431, 0.053581, 3.880
    0.3: 0.89190, 0.84743, 0.044474, 5.114
    1.0: 0.43915, 0.41217, 0.026985, 6.339
    3.0: 0.18257, 0.17202, 0.010547, 5.949
   10.0: 0.05798, 0.05603, 0.001951, 3.423
   30.0: 0.01931, 0.01904, 0.000274, 1.431
short-distance formula, r=0.1 nm: W_x = 1.36495 eV
tail at 10 nm: leading 0.002765, two terms 0.001869 eV
tail at 30 nm: leading 0.000307, two terms 0.000274 eV
plateau of the difference = 0.05987 eV
difference halves at r = 0.835 nm = 8.35 angstrom
relative difference peaks at r = 1.452 nm = 14.52 angstrom
peak relative difference = 6.450 %
equipotential axis ratio, r -> 0: 1.1180
equipotential, r_y=0.1 nm: r_x=0.1114 nm, ratio 1.1145
equipotential, r_y=1.0 nm: r_x=1.0939 nm, ratio 1.0939
equipotential, r_y=10.0 nm: r_x=10.3510 nm, ratio 1.0351
semi-axis excess, r -> infinity: 0.480 nm = 4.80 angstrom
kT at 300 K = 0.02585 eV; difference = kT at 1.071 nm
slab: thickness 0.53 nm, normal permittivity 8.0
nonlocal length 0.20 nm; gate at 10 nm
carriers 1.0e+12 cm^-2; masses 0.15, 1.20 m_e
n/(DOS kT) = 0.218; kappa/q_s = 0.795 nm
fast oxide permittivity = 2.0
model, r (nm): mean of W_x and W_y, difference (eV)
  sheet, 1: 0.42566, 0.026985
  sheet, 5: 0.11114, 0.005581
  slab, 1: 0.42413, 0.026443
  slab, 5: 0.11096, 0.005480
  nonlocal, 1: 0.42001, 0.028351
  nonlocal, 5: 0.11109, 0.005560
  gate, 1: 0.39281, 0.026984
  gate, 5: 0.07923, 0.005556
  carriers, 1: 0.14303, 0.019301
  carriers, 5: 0.00363, 0.000541
  fast oxide, 1: 0.59442, 0.035167
  fast oxide, 5: 0.17729, 0.010547
field at 1 nm along x = 3.065 MV/cm
field x bond (0.22 nm) / gap (2.0 eV) = 0.0337
\end{verbatim}
